# Peak Current of a Self-Heated Channel with Power-Law Conductance, part 2

A transistor channel heats itself as the drain voltage is slowly raised, and its conductance falls as it heats. The simple model assumes one absolute temperature $T$ (in kelvin) along the channel, ohmic conduction, a carrier density fixed by the gate, and a constant thermal resistance $R$ to the ambient at $T_0$. With $x=T/T_0$, the conductance is $G=G_0x^{-\gamma}$, where $G_0$ is its value at ambient and $\gamma>0$. The voltage $V$ across the channel and the current $I$ through it are positive. In the steady state $T-T_0=R\,IV$, and

$$I^2=\frac{G(T)(T-T_0)}{R}.$$

For $\gamma>1$ the current has a single maximum $I_*$, at voltage $V_*$ and temperature

$$T_*=\frac{\gamma}{\gamma-1}\,T_0 .$$

Beyond this peak the current falls as the voltage rises. With $\theta=(T-T_0)/T$, the peak lies at $\gamma\theta=1$.

Let $C$ be the heat capacity of the channel and $\tau=RC$ its thermal time constant. While the temperature stays uniform, a small deviation $\delta T$ from a steady state obeys

$$\tau\frac{d\,\delta T}{dt}=-(1+\gamma\theta)\,\delta T\ \ (V\text{ fixed}),\qquad
\tau\frac{d\,\delta T}{dt}=-(1-\gamma\theta)\,\delta T\ \ (I\text{ fixed}).$$

The example is a few-layer MoS2 transistor on oxidised silicon, with a channel 2 µm long and 10 µm wide, mobility 50 cm²/Vs at 300 K and carrier density $1\times10^{13}$ cm⁻². The oxide is 300 nm thick. Here $\gamma=2$, $T_0=300$ K, $G_0=400.5$ µS and $R=14846$ K/W, of which the interface gives 3333, the oxide 10714 and the silicon 799 K/W. The peak is at $T_*=600$ K, $I_*=1.42$ mA and $V_*=14.2$ V, with power 20.2 mW. The uniform steady states at 20 V and 30 V have 717 K and 898 K.

A voltage source holds the uniform falling branch stable. But the sections of the channel lie in series and share one current. If one section warms while another cools, the total voltage can stay the same, and each section is then under current drive.

Q: Show me that this really breaks the uniform state, and not already at the peak.

A: Let $s$ run along the channel from $0$ to $L$. An element $ds$ has the resistance $ds/(L\,G)$ and loses heat to the substrate at the rate $(T-T_0)\,ds/(RL)$. It also exchanges heat with its neighbours through the film, which has conductivity $\kappa$, width $W$ and thickness $d$. The heat balance per unit length is

$$\frac{C}{L}\frac{\partial T}{\partial t}=\kappa Wd\,\frac{\partial^2T}{\partial s^2}+\frac{I^2}{L\,G(T)}-\frac{T-T_0}{RL}.$$

Multiply by $RL$ and define the healing length by $\lambda^2=\kappa Wd\,RL$:

$$\tau\frac{\partial T}{\partial t}=\lambda^2\frac{\partial^2T}{\partial s^2}+\frac{RI^2}{G(T)}-(T-T_0).$$

Let no heat pass the two ends, so that a uniform state exists. Disturb it by a small amount proportional to $\cos(m\pi s/L)$ with $m=1,2,\dots$, which has zero slope at both ends as required. Its average over the channel is zero, so to first order the total resistance does not change. At fixed voltage the current therefore does not change either. The heating term contributes $+\gamma\theta$, as for fixed current, and the disturbance grows at the rate

$$\frac1\tau\left[\gamma\theta-1-\left(\frac{m\pi\lambda}{L}\right)^2\right].$$

The mode $m=1$ is the first to grow, and it does so when

$$\gamma\theta>1+\left(\frac{\pi\lambda}{L}\right)^2 .$$

At the peak $\gamma\theta=1$, and every such mode still decays. The uniform mode $m=0$ decays too, at the fixed-voltage rate found before. Against small disturbances the peak therefore survives, and so does a stretch of the falling branch beyond it.

Q: How long is that stretch in your device?

A: Take $\kappa=50$ W/(m K) and $d=3.25$ nm as rough values for the film. Then $\lambda=0.220$ µm and $(\pi\lambda/L)^2=0.119$. With $\theta=1-T_0/T$ the limit is

$$T=\frac{T_0}{1-\left[1+(\pi\lambda/L)^2\right]/\gamma}=\frac{300\ \text{K}}{1-1.119/2}=681\ \text{K}.$$

As a check, the channel was divided into 40 cells at fixed total voltage, and the growth rates were computed from the linearised equations. The largest one changed sign at 681.0 K, against 681.1 K from the formula. In this model the states listed earlier at 20 V and 30 V, with 717 K and 898 K, therefore solve the uniform equations but are unstable against splitting into hotter and cooler parts.

For the device itself, 681 K is no more than a rough limit, because the model lets heat flow sideways only in the film. Conductivity times thickness is $1.6\times10^{-7}$ W/K for the film but $4.2\times10^{-7}$ W/K for the oxide, and the silicon spreads heat as well. These paths also damp the splitting. An estimate for the same cosine disturbance raises the limit to about 720 K with the oxide included and about 770 K with the silicon too. This keeps the film conductivity at 50 W/(m K). If it instead falls from that value as $1/T$ on heating, the last limit drops to about 710 K. These estimates treat the cosine as repeating without end. Under a channel of finite length the ends lose heat sideways and stay cooler, so no uniform state exists; the steady profile is hottest in the middle, and this can postpone or remove the splitting. None of these temperatures is therefore a sharp limit for the device, and whether the state at 20 V is stable there remains open.

Q: Now to the assumptions. At 14 V across 2 µm, can the carriers still obey Ohm's law?

A: Not closely. The field is 0.071 MV/cm, and at the peak the ohmic drift velocity would be $8.9\times10^5$ cm/s. A rough saturation velocity is $3\times10^6$ cm/s at ambient, so the correction is not negligible. It need not move the peak temperature, however.

Let the drift velocity be $v_sf(u)$ with $u=\mu F/v_s$, where $\mu(T)\propto T^{-\gamma}$ is the low-field mobility, $F=V/L$ is the field, and $f$ is a strictly increasing function with $f(0)=0$. With density $n$ and elementary charge $q$,

$$I=Wqn\,v_sf(u),\qquad V=LF=\frac{L\,v_s\,u}{\mu}.$$

Insert the product into the heat balance and solve for the part that contains $u$:

$$u\,f(u)=\frac{\mu(T)\,(T-T_0)}{R\,WLqn\,v_s^2}.$$

If $v_s$ does not depend on temperature, the right side is a constant times $\mu(T)(T-T_0)$, which is greatest at $T_*$. The left side rises with $u$, and so does the current. The current is therefore greatest at the same $T_*$. For $f=u/(1+u)$ and constant $v_s$, the numerical solution gives a peak at 600 K with 1.23 mA instead of 1.42 mA.

Q: But the saturation velocity itself falls when the lattice is hot.

A: Then the peak moves to a lower temperature. Let $\phi=d\ln f/d\ln u$. From the two relations above,

$$(1+\phi)\,d\ln u=d\ln[\mu(T-T_0)]-2\,d\ln v_s,$$

and since $d\ln I=d\ln v_s+\phi\,d\ln u$,

$$d\ln I=\frac{\phi}{1+\phi}\,d\ln[\mu(T-T_0)]+\frac{1-\phi}{1+\phi}\,d\ln v_s .$$

At $T_*$ the first term vanishes. For $f=u/(1+u)$ we have $\phi=1/(1+u)<1$, so a falling $v_s$ makes the second term negative. The current is already decreasing at $T_*$.

For the size of the shift I let $v_s$ vary as $\sqrt{\tanh(E/2k_BT)}$, where $k_B$ is Boltzmann's constant. This is a simple model of scattering by phonons of energy $E=45$ meV. It lowers $v_s$ to $2.3\times10^6$ cm/s at 600 K. The peak is then at 551 K with 1.18 mA.

Q: The contacts have resistance as well. Does that not spoil the peak?

A: A fixed series resistance whose heat does not reach the channel leaves the relation between $I$, $V$ and $T$ untouched. It adds a voltage drop outside the channel. With 400 Ω for both contacts together, the drop at the peak is 0.57 V.

If all the contact heat enters the channel, the total heating resistance is $R_c+G_0^{-1}x^\gamma$, where $R_c$ is the contact resistance. The current obeys

$$I^2=\frac{T_0(x-1)}{R\,(R_c+G_0^{-1}x^\gamma)} .$$

Setting the logarithmic derivative to zero gives

$$R_c+G_0^{-1}x^\gamma=\gamma\,G_0^{-1}x^{\gamma-1}(x-1).$$

For $\gamma=2$, multiply by $G_0$ and collect terms. The result is $x^2-2x-G_0R_c=0$ with $G_0R_c=0.160$, so $x=1+\sqrt{1.160}=2.077$ and $T=623$ K. The constant part dilutes the temperature dependence of the resistance, and the peak moves up.

Q: And the thermal resistance? Glass conducts heat better when it is warm.

A: It does, and that moves the peak. Suppose $R\propto T^{-s}$. Then $I^2\propto(T-T_0)\,T^{s-\gamma}$, and the exponent that counts is $\gamma-s$:

$$T_*=\frac{\gamma-s}{\gamma-s-1}\,T_0,\qquad \gamma-s>1 .$$

The sensitivity follows from $T_*=T_0\left[1+1/(\gamma-1)\right]$:

$$\frac{dT_*}{d\gamma}=-\frac{T_0}{(\gamma-1)^2}.$$

At $\gamma=2$ this is $-300$ K per unit of $\gamma$, so an error of 0.1 in the exponent moves the peak by about 30 K. Closer to $\gamma=1$ it is much worse. For the example I let the oxide conductivity rise by a rough 0.001 W/(m K) per kelvin, taken at the mean of the ambient and channel temperatures. The peak moves to about 650 K, with 1.48 mA. The oxide is in fact somewhat cooler than this mean, because part of the temperature drop lies at the interface. With the oxide's own mean temperature the peak is at about 640 K.

Q: You also said that the gate fixes the carrier density. The drain voltage pulls on those carriers too.

A: It lowers the density towards the drain. Let $V_o=qn/C_{ox}$ be the gate overdrive, with $C_{ox}$ the oxide capacitance per area; here it is 139 V. Where the channel potential is $\varphi$, the density is reduced by the factor $1-\varphi/V_o$. The current is the same at every $s$, so

$$I\int_0^L ds=G\,L\int_0^V\left(1-\frac{\varphi}{V_o}\right)d\varphi
\quad\Longrightarrow\quad
I=GV\left(1-\frac{V}{2V_o}\right).$$

At 14.2 V the loss is about 5%. Because the peak is so flat, this small tilt moves it to 572 K if the channel is still given a single temperature, while the current falls only to 1.39 mA.

The single temperature is itself a rough assumption here. The drain end has fewer carriers and heats more, and near the peak such a difference is only weakly damped. Solving the heat balance along the channel, with insulated ends and sideways heat flow in the film only, gives a peak current of 1.38 mA. The mean temperature is then about 556 K, with about 511 K at the source end and 612 K at the drain end.

Q: These shifts point in different directions. What is left when they act together?

A: With temperature-dependent velocity saturation, depletion, full contact heating and the warming oxide all included, and with a single channel temperature, the peak is at 549 K, 1.15 mA and 15.0 V. Relative to the simple model, the temperature is 51 K lower and the current 19% lower. If the temperature may vary along the channel, its mean at the peak is another 20 to 25 K lower, depending on where the contact heat enters, and the two ends differ by about 120 K, while the peak current hardly changes. The temperature shift is modest partly because opposite effects offset each other, which need not happen for other parameters.

Q: Real contacts are also cold. You insulated the ends.

A: I did so to have a uniform state. If both ends are held at ambient instead, the equation with $\lambda$ can be solved numerically for its steady profiles. With the other simple assumptions kept, the largest current is 1.49 mA, about 5% above $I_*$. The middle of the channel is then at 653 K and the average is 534 K, so there is no longer one peak temperature to compare with 600 K.

Q: Do thermoelectric heat and thermally created carriers matter?

A: Thermally created carriers do not, and thermoelectric heat hardly changes the peak current. The Peltier heat carried by the current is about $STI$, where $S$ is the Seebeck coefficient, and the Joule heat is $IV$. For a rough $S=200$ µV/K their ratio is $ST_*/V_*=0.8\%$. This small heat is not spread along the channel, however. For electrons it is absorbed at the source contact and released at the drain contact, which is the pattern of the weakly damped mode $m=1$. If all of it stays in a channel with insulated ends, the peak current is still 1.42 mA, but the mean temperature at the peak drops to about 577 K, with about 507 K at the source end and 663 K at the drain end. Contacts that act as heat sinks take up much of this heat and weaken the effect. The intrinsic density is about $N e^{-E_g/2k_BT}$, where $E_g$ is the gap, $k_B$ is Boltzmann's constant and $N$ is the band density, taken equal for electrons and holes. With a gap of roughly 1.3 eV and $N\approx2\times10^{13}$ cm⁻² at 600 K, it is of order $10^8$ cm⁻², far below $10^{13}$ cm⁻².

Heat spreading sideways in the oxide is larger. An edge estimate that ignores the interface resistance raises the heat flow through the oxide by 16% and the peak current to 1.50 mA. The interface weakens the flow at the edges, and with it the peak current is about 1.49 mA. If the channel is still given a single temperature, this lowers $R$ by a constant factor and leaves $T_*$ alone. The extra loss acts at the edges, however. If the temperature may vary along the length, with oxide and silicon treated as layers under the finite channel, the peak is at about 1.48 mA, with the ends near 525 K, the middle near 640 K and the mean near 590 K.

Q: How far should I trust all this for an actual MoS2 transistor?

A: Use it as an estimate of scale. The mobility is a rough value, and $\gamma=2$ supposes that phonons dominate the scattering. Charged impurities can make the exponent smaller, and the peak then moves up quickly: with everything else fixed, $\gamma=1.6$ already gives 800 K. The chosen density is high. It needs an overdrive of 139 V and a gate-oxide field of 4.6 MV/cm, a severe load for a hot oxide. At 600 K oxidation in air is also a concern, so the channel would need a protective layer or vacuum. With $\gamma=2$ kept, the warming oxide moves the peak temperature by 40 to 50 K upward in this example, and velocity saturation with a falling $v_s$ moves it by a similar amount downward.

Q: Then what may I conclude if I measure a current that levels off and falls?

A: Not that self-heating with $\gamma>1$ is the cause. Depletion by the drain and a falling saturation velocity also bend the curve. The model does make a claim that can be tested. If $\gamma$ has been measured separately at low voltage over the whole temperature range, and $R$ is known and nearly constant, then the power at the peak should be close to $T_0/[R(\gamma-1)]$. Because the peak is flat, that power can be read only roughly from a measured curve. For $\gamma=2$ the current stays within 1% of its peak while the power runs from 0.75 to 1.33 times the predicted value. A departure clearly larger than this uncertainty means that one of the assumptions has failed. Agreement proves less: with all the corrections above acting together, $IV$ at the peak was still about 0.86 of the predicted power.

## Computed results

```
Ambient 300 K, gamma 2.0
Mobility at ambient 50 cm2/Vs, density 1.0e+13 cm^-2
Length 2 um, width 10 um, oxide 300 nm
Conductivities: oxide 1.4, silicon 140 W/(m K)
Interface conductance 15 MW/(m2 K)
Thermal resistance: interface 3333, oxide 10714, silicon 799, total 14846 K/W
Conductance: ambient 400.5 uS, at peak 100.1 uS
Peak: T 600.0 K, I 1.422 mA (142.2 uA/um), V 14.21 V, P 20.21 mW
gamma 1.3: peak T swept 1300.00 K, formula 1300.00 K
gamma 1.6: peak T swept 800.00 K, formula 800.00 K
gamma 2.0: peak T swept 600.00 K, formula 600.00 K
gamma 2.6: peak T swept 487.50 K, formula 487.50 K
Current limit for gamma = 1: 2.845 mA
dT_peak/dgamma -300 K per unit gamma
V 5.00 V: T 388.6 K, I 1.194 mA
V 10.00 V: T 507.7 K, I 1.399 mA
V 14.21 V: T 600.0 K, I 1.422 mA
V 20.00 V: T 716.7 K, I 1.403 mA
V 30.00 V: T 897.7 K, I 1.342 mA
Drive at 0.98 of peak current: steady T 500.4 K (stable), 749.1 K (unstable)
Film: 50 W/(m K), 3.25 nm; healing length 0.220 um
Uniform state splits above: numeric 681.0 K, formula 681.1 K
Peak field 0.0710 MV/cm, ohmic drift velocity 8.88e+05 cm/s
v_s at ambient 3.0e+06 cm/s, at peak T 2.29e+06 cm/s; phonon 45 meV
Gate overdrive 139.2 V, gate-oxide field 4.64 MV/cm
Two contacts 400 ohm, drop at peak 0.57 V
Oxide conductivity slope 1e-03 W/(m K2)
Effect [none]: T 600.0 K, I 1.422 mA, V 14.21 V
Effect [velocity saturation, constant v_s]: T 600.0 K, I 1.227 mA, V 16.46 V
Effect [velocity saturation, v_s(T)]: T 551.4 K, I 1.178 mA, V 14.38 V
Effect [drain depletion]: T 571.6 K, I 1.387 mA, V 13.19 V
Effect [all contact heat into channel]: T 623.1 K, I 1.396 mA, V 15.04 V
Effect [oxide conductivity rising]: T 650.5 K, I 1.479 mA, V 17.36 V
Effect [all, with v_s(T)]: T 549.0 K, I 1.154 mA, V 14.98 V
Cold contacts: I 1.493 mA, middle 652.8 K, mean 534.1 K
Sideways oxide heat flow: factor 1.162, peak I 1.500 mA
Peltier/Joule heat 0.84 % (Seebeck 200 uV/K)
Intrinsic density at peak 7.5e+07 cm^-2 (gap 1.3 eV, mass 0.5 m_e)
Density / band density: ambient 0.93, peak 0.46
```
